# Magnetic-dipole emission rate of a donor spin at 10 GHz

**Question.** The electron spin of a shallow donor, split by a magnetic field so that its transition lies at 10 GHz, can drop to its lower state by emitting a microwave photon. How large is this rate in vacuum, how does it scale, and does it matter beside the spin relaxation measured in silicon?

**Answer.** The estimate needs the magnetic moment of the spin flip, the zero-point magnetic field, and the number of field modes at the transition frequency. Temperature, the silicon host and a resonator can then be added one at a time.

## The spin and its transition moment

Treat the donor electron as a spin 1/2 with the free-electron value $g=2.0023$. With dimensionless spin operators $\mathbf S$, its moment is $\boldsymbol\mu=-g\mu_B\mathbf S$, where $\mu_B$ is the Bohr magneton. In a static field $B_0$ along $z$ the energy is

$$H=-\boldsymbol\mu\cdot\mathbf B_0=g\mu_BB_0S_z .$$

The minus sign in the moment makes $|\uparrow\rangle$ the upper state. The splitting is $\hbar\omega=g\mu_BB_0$ with $\omega=2\pi f$. For $f=10$ GHz this requires $B_0=0.357$ T, and the photon energy is $4.14\times10^{-5}$ eV.

The spin matrices give

$$\langle\downarrow|S_x|\uparrow\rangle=\tfrac12,\qquad \langle\downarrow|S_y|\uparrow\rangle=\tfrac i2,\qquad \langle\downarrow|S_z|\uparrow\rangle=0 .$$

The transition moment is therefore

$$\mathbf m=\langle\downarrow|\boldsymbol\mu|\uparrow\rangle=-\frac{g\mu_B}{2}(1,i,0),\qquad |\mathbf m|^2=\frac{g^2\mu_B^2}{4}(1+1)=\frac{g^2\mu_B^2}{2}.$$

The factor $i$ means that the moment rotates about the static field.

## The zero-point field of one mode

Put the field in a large periodic box of volume $V$. A mode with wave vector $\mathbf k$ and magnetic direction $\mathbf b$, a real unit vector perpendicular to $\mathbf k$, contributes

$$\mathbf B(\mathbf r)=B_k\mathbf b\left(a\,e^{i\mathbf k\cdot\mathbf r}+a^\dagger e^{-i\mathbf k\cdot\mathbf r}\right).$$

In the state without photons only the product $aa^\dagger$ has a nonzero mean, equal to 1, so the mean square field is $B_k^2$. Each mode is a harmonic oscillator with ground-state energy $\hbar\omega_k/2$. Its electric and magnetic energies play the parts of kinetic and potential energy, whose means are equal. The magnetic half is thus

$$\frac{VB_k^2}{2\mu_0}=\frac{\hbar\omega_k}{4}\quad\Longrightarrow\quad B_k^2=\frac{\mu_0\hbar\omega_k}{2V}.$$

The donor sits at $\mathbf r=0$ and is treated as a point. The coupling $-\boldsymbol\mu\cdot\mathbf B$ between "spin up, no photon" and "spin down, one photon" is then

$$W_k=-B_k\,\mathbf m\cdot\mathbf b .$$

## From coupling to a decay rate

Let $a_\uparrow(t)$ be the amplitude of the initial state and $c_k(t)$ that of the state with one photon in mode $k$; here $k$ also labels the polarization. We keep the transitions that can conserve energy. With the free oscillations removed, the Schrödinger equation reads

$$\dot a_\uparrow=-\frac i\hbar\sum_kW_k^*e^{-i(\omega_k-\omega)t}c_k,\qquad
\dot c_k=-\frac i\hbar W_ke^{i(\omega_k-\omega)t}a_\uparrow .$$

Integrate the second equation from $c_k(0)=0$ and insert it in the first:

$$\dot a_\uparrow(t)=-\int_0^tK(t-t')\,a_\uparrow(t')\,dt',\qquad
K(\tau)=\sum_k\frac{|W_k|^2}{\hbar^2}e^{-i(\omega_k-\omega)\tau}.$$

The many frequencies in $K$ cancel one another after a short time. If $a_\uparrow$ hardly changes during that time, it can be taken out of the integral, and the upper limit can be moved to infinity. Since $K(-\tau)=K^*(\tau)$, the real part of the integral is half the integral over all times:

$$\mathrm{Re}\int_0^\infty K\,d\tau=\frac12\int_{-\infty}^{\infty}K\,d\tau
=\pi\sum_k\frac{|W_k|^2}{\hbar^2}\delta(\omega_k-\omega)\equiv\frac\Gamma2 .$$

The imaginary part shifts the transition frequency. For a strictly point-like donor this shift would diverge, because modes of ever higher frequency contribute. The finite size of a real donor cuts off only the part in which the electron stays in its orbital ground state. With virtual transitions to excited orbital states included, the shift keeps growing with the cutoff far beyond the inverse donor radius, so this model cannot give its value. It is a radiative correction to the splitting, and it is already counted in the observed $g$ and $f$. Hence $|a_\uparrow|^2=e^{-\Gamma t}$, with

$$\Gamma=\frac{2\pi}{\hbar^2}\sum_k|W_k|^2\delta(\omega_k-\omega).$$

This is the golden rule. The exponential law was tested on a model with one level coupled equally to 801 evenly spaced modes, with $\Gamma$ equal to four mode spacings. After one predicted lifetime the exact evolution leaves a population of 0.3690, against $e^{-1}=0.3679$.

## Adding up the modes

The allowed wave vectors have density $V/(2\pi)^3$. With $k=\omega/c$, the number per unit angular frequency, for one polarization, is

$$\frac{V}{(2\pi)^3}\,4\pi k^2\frac{dk}{d\omega}=\frac{V\omega^2}{2\pi^2c^3}.$$

For each wave vector, with unit vector $\hat{\mathbf k}$, the two directions $\mathbf b$ span the plane perpendicular to it:

$$\sum_{\mathbf b}|\mathbf m\cdot\mathbf b|^2=|\mathbf m|^2-|\mathbf m\cdot\hat{\mathbf k}|^2 .$$

Averaged over directions, $\hat k_i\hat k_j$ becomes $\delta_{ij}/3$, so the right side becomes $\tfrac23|\mathbf m|^2$. Collecting the factors,

$$\Gamma=\frac{2\pi}{\hbar^2}\cdot\frac{V\omega^2}{2\pi^2c^3}\cdot\frac{\mu_0\hbar\omega}{2V}\cdot\frac23|\mathbf m|^2
=\frac{\mu_0\omega^3|\mathbf m|^2}{3\pi\hbar c^3}.$$

The box volume cancels, as it must. Inserting $|\mathbf m|^2=g^2\mu_B^2/2$ gives

$$\boxed{\Gamma=\frac{\mu_0g^2\mu_B^2\omega^3}{6\pi\hbar c^3}}$$

An explicit sum over discrete modes and both polarizations tests this result. In boxes 24 and 48 wavelengths wide the sum exceeds the formula by 0.255% and 0.064%. The excess comes from replacing the delta function by a Gaussian of width $\sigma=0.7$ mode spacings. The number of modes in a thin shell grows as the square of its radius and $B_k^2$ grows linearly, so the shell's contribution grows as the cube. At a radius of $R$ spacings the Gaussian average of $(R+x)^3$ is $R^3+3R\sigma^2$. The relative excess $3\sigma^2/R^2$ reproduces both percentages.

## The number

In atomic units $\hbar=m_e=e=4\pi\varepsilon_0=1$, where $m_e$ is the electron mass. Then $\mu_B=1/2$, $c=1/\alpha$ and $\mu_0=1/(\varepsilon_0c^2)=4\pi\alpha^2$, with $\alpha$ the fine-structure constant. Since $|\mathbf m|^2=g^2/8$,

$$\Gamma=\frac{4\pi\alpha^2\,\omega^3\,\alpha^3}{3\pi}\cdot\frac{g^2}{8}=\frac{\alpha^5g^2\omega^3}{6}.$$

At 10 GHz, $\omega=1.5198\times10^{-6}$. With $\alpha=7.29735\times10^{-3}$,

$$\Gamma=\frac{(2.069\times10^{-11})(4.009)(3.510\times10^{-18})}{6}=4.85\times10^{-29}.$$

Dividing by the atomic unit of time, $2.4189\times10^{-17}$ s, gives

$$\Gamma=2.0\times10^{-12}\ \mathrm{s^{-1}} .$$

The lifetime $1/\Gamma$ is $5.0\times10^{11}$ s, about 16,000 years. If this were the only process, a superposition of the two spin states would keep its phase twice as long, because its coherence follows the amplitude $a_\uparrow$, which decays at $\Gamma/2$.

The smallness is clearest in the decay per radian of oscillation:

$$\frac{\Gamma}{\omega}=\frac{g^2}{6}\,\alpha\left(\alpha^2\omega\right)^2=\frac{g^2}{6}\,\alpha\left(\frac{\hbar\omega}{m_ec^2}\right)^2 .$$

The last form holds in any units, because $m_ec^2=1/\alpha^2$ in atomic units. The photon energy is $8.1\times10^{-11}$ of the electron's rest energy, and this ratio enters squared. The result is $\Gamma/\omega=3\times10^{-23}$, so the amplitude hardly changes even over very many cycles. This supports the assumption of slow decay made in the derivation.

## How it scales

At fixed $g$ the rate grows as $f^3$. Two powers come from the number of modes and one from the zero-point energy of each. Raising the frequency to 100 GHz gives $2\times10^{-9}\ \mathrm{s^{-1}}$. Since $\omega$ is proportional to $B_0$, the rate also grows as $B_0^3$.

The dependence on $g$ depends on what is held fixed. At fixed frequency it is $g^2$, through the moment. At fixed field it is $g^5$, because the frequency also changes. For phosphorus in silicon $g$ is roughly 0.2% below the free-electron value, which lowers the rate at fixed frequency by about 0.4%.

## Thermal radiation

If each mode near resonance holds $N$ photons on average, emission is multiplied by $N+1$, since $|\langle n+1|a^\dagger|n\rangle|^2=n+1$. Absorption occurs at the rate $\Gamma N$, since $|\langle n-1|a|n\rangle|^2=n$. The upper population obeys

$$\dot p_\uparrow=-\Gamma(N+1)p_\uparrow+\Gamma Np_\downarrow .$$

Let $D=p_\uparrow-p_\downarrow$. With $p_\uparrow+p_\downarrow=1$ we have $p_\uparrow=(1+D)/2$ and $p_\downarrow=(1-D)/2$, so $\dot D=2\dot p_\uparrow$ becomes

$$\dot D=-\Gamma(N+1)(1+D)+\Gamma N(1-D)=-\Gamma(2N+1)D-\Gamma .$$

The population difference therefore approaches equilibrium at the rate $\Gamma(2N+1)$. For radiation at temperature $T$, $N=1/(e^x-1)$ with $x=\hbar\omega/k_BT$, and

$$\Gamma_T=\Gamma\,\frac{e^x+1}{e^x-1}=\Gamma\coth\frac{\hbar\omega}{2k_BT}.$$

At 1.2 K, $N=2.03$ and the factor is 5.07, so $\Gamma_T=1.0\times10^{-11}\ \mathrm{s^{-1}}$. If room-temperature radiation reaches the cold sample unattenuated, the factor is 1250 and the rate is $2.5\times10^{-9}\ \mathrm{s^{-1}}$.

The two limits scale differently. For $k_BT\ll\hbar\omega$ the factor tends to 1 and the cubic law remains. For $k_BT\gg\hbar\omega$ it tends to $2k_BT/\hbar\omega$, and the rate grows as $\omega^2T$.

## The silicon around the donor

Suppose that the donor lies in an unbounded, lossless, nonmagnetic dielectric whose refractive index $n$ does not vary with frequency. The magnetic energy is still half of the zero-point energy, so $B_k^2$ is unchanged. The wave speed is now $c/n$, and the mode density $V\omega^2/(2\pi^2c^3)$ grows by $n^3$. With the rough value $n=3.4$ for silicon, $n^3=39.3$. Explicit mode sums in the same 24-wavelength box, filled and empty, have the ratio 39.21. The small difference comes mainly from the 0.255% broadening excess of the empty box.

The bulk rate is $7.9\times10^{-11}\ \mathrm{s^{-1}}$ at zero temperature, $4.0\times10^{-10}\ \mathrm{s^{-1}}$ with radiation at 1.2 K, and $9.9\times10^{-8}\ \mathrm{s^{-1}}$ with room-temperature radiation.

A real chip is not unbounded. The vacuum wavelength is 30 mm, so the reduced wavelength in silicon, $\lambda/(2\pi n)$, is 1.4 mm. A chip much smaller than this barely disturbs the magnetic field, because a nonmagnetic dielectric does not respond to a static one. The vacuum rate is then the better estimate. A chip of several millimetres follows neither description. It can have electromagnetic resonances of its own, which may raise the rate even above the bulk value.

## Beside measured relaxation

For phosphorus donors in silicon near 1 K and 0.3 T, the measured spin relaxation rate is roughly $10^{-4}\ \mathrm{s^{-1}}$, a time of hours. It depends strongly on temperature and field, so only its order of magnitude is used here. The example has typical values for such an experiment: 10 GHz, 0.357 T and 1.2 K. The ratio to the vacuum rate is

$$\frac{2.0\times10^{-12}}{10^{-4}}=2\times10^{-8}.$$

Even the bulk estimate with room-temperature radiation reaches just $10^{-3}$ of the measured rate. This is not a strict ceiling: for a spin at the centre of a lossless silicon sphere of radius 4.2 mm, the lowest resonance gives a factor of about 280 in place of 39, and the ratio becomes $7\times10^{-3}$. Emission into open space is therefore negligible, and the conclusion would survive an error of a factor of ten in the measured value. The assumption that some real devices do break is that of open space.

## When the spin sits in a resonator

Consider one standing mode tuned to the spin. At its field maximum, where the donor sits, the field is linearly polarized along $x$. Define $V_r$ as the integral of the squared field divided by its maximum square. The energy argument used above gives $B_{\rm vac}^2=\mu_0\hbar\omega/(2V_r)$ at the maximum. The coupling frequency is

$$G=\frac{|m_x|B_{\rm vac}}{\hbar}=\frac{g\mu_BB_{\rm vac}}{2\hbar}.$$

The photon leaves the resonator at the rate $\kappa=\omega/Q$, where $Q$ is the quality factor. With $c_1$ the one-photon amplitude,

$$\dot a_\uparrow=-iGc_1,\qquad \dot c_1=-iGa_\uparrow-\frac\kappa2c_1 .$$

For $G\ll\kappa$ the photon amplitude follows the spin. Setting $\dot c_1\approx0$ gives $c_1=-2iGa_\uparrow/\kappa$, hence $\dot a_\uparrow=-(2G^2/\kappa)a_\uparrow$. The population decays at twice this rate:

$$\Gamma_r=\frac{4G^2}{\kappa}=\frac{4Q}{\omega}\cdot\frac{g^2\mu_B^2}{4\hbar^2}\cdot\frac{\mu_0\hbar\omega}{2V_r}=\frac{\mu_0g^2\mu_B^2Q}{2\hbar V_r}.$$

At fixed $Q$ and $V_r$ this does not depend on frequency. Dividing by $\Gamma$ and using $c/\omega=\lambda/2\pi$,

$$\frac{\Gamma_r}{\Gamma}=\frac{3\pi Qc^3}{V_r\omega^3}=\frac{3Q\lambda^3}{8\pi^2V_r}.$$

Take round values for a small superconducting resonator, $Q=10^5$ and $V_r=3\times10^5\ \mu\mathrm m^3$. The zero-point field is 3.7 nT, $G/2\pi=52$ Hz and $\kappa/2\pi=10^5$ Hz, so the coupling is weak. The enhancement is $3.4\times10^{11}$, and

$$\Gamma_r=(3.41\times10^{11})(2.007\times10^{-12}\ \mathrm{s^{-1}})=0.68\ \mathrm{s^{-1}} .$$

The decay rate obtained from the eigenvalues of the two amplitude equations agrees. This is about 7000 times the rough measured rate, so emission into the resonator would dominate for a donor in resonance with the mode. Such resonator-controlled relaxation has been observed for bismuth donors in silicon.

The result assumes an empty mode and a spin linewidth well below $\kappa/2\pi$. At 1.2 K the mode holds about two photons, which makes the relaxation about five times faster, by the same factor $2N+1$ as in open space. The narrow line calls for isotopically purified silicon: in natural silicon the nuclear spins of $^{29}$Si broaden the phosphorus line to several MHz, so most donors would be detuned and relax far more slowly than this estimate. The superconductor must also keep its $Q$ at 0.357 T, which usually calls for a thin film with the field in its plane. If the mode is detuned by $\Delta$, $\kappa/2$ in the photon equation becomes $\kappa/2+i\Delta$. Twice the real part of $G^2/(\kappa/2+i\Delta)$ is

$$\Gamma_r(\Delta)=\frac{G^2\kappa}{\kappa^2/4+\Delta^2}=\frac{4G^2/\kappa}{1+(2\Delta/\kappa)^2}.$$

For an empty mode, a detuning $\Delta/2\pi$ of about 4 MHz reduces the model rate to $10^{-4}\ \mathrm{s^{-1}}$; with the thermal factor at 1.2 K it takes about 9 MHz. This matters for phosphorus, whose nuclear spin splits the transition into two lines about 0.12 GHz apart, as the next section explains. The mode must be tuned to one of them. Donors with the other nuclear orientation are then so far detuned that their rate into the mode is only about $10^{-7}\ \mathrm{s^{-1}}$ for an empty mode and $6\times10^{-7}\ \mathrm{s^{-1}}$ at 1.2 K, and the ordinary relaxation dominates for them.

## What the point-spin model leaves out

The phosphorus nucleus has spin 1/2. Its hyperfine coupling, roughly $A/h=0.12$ GHz, splits the transition into lines at about $f\pm A/2h$. By the cubic law their rates change by the fraction $\pm3A/(2hf)=\pm1.8\%$. Diagonalizing the coupled spins, without the nuclear Zeeman energy, gives relative rates of 0.982 and 1.018. The donor radius, roughly 2 nm, times the wave number in silicon is $1.4\times10^{-6}$, which justifies treating the donor as a point.

Spin-orbit coupling can also give the spin flip a small electric dipole, which is not calculated here. In a vacuum wave the electric field is $c$ times the magnetic field, so an electric transition dipole $|\mathbf m|/c$ radiates at the same rate. Divided by the electron charge, this is a length of $2.7\times10^{-4}$ nm. Since the rate grows as the dipole squared, reaching $10^{-4}\ \mathrm{s^{-1}}$ in vacuum at zero temperature would take a length

$$\left(2.7\times10^{-4}\ \mathrm{nm}\right)\sqrt{\frac{10^{-4}}{2.0\times10^{-12}}}\approx1.9\ \mathrm{nm}.$$

That is about the whole donor radius. A spin flip, which acquires its electric dipole through weak spin-orbit mixing, should have a far smaller one. Electric-dipole emission into cold vacuum is therefore not expected to change the conclusion either. Thermal radiation lowers the required length by $\sqrt{2N+1}$, to about 0.9 nm at 1.2 K and about 0.05 nm with room-temperature radiation; in the last case a comparison with the donor radius alone does not settle the matter. The values used here are listed in the numerical output below.

## Computed values

```
Transition frequency: 10.0 GHz
Free-electron g factor: 2.00232
Magnetic field for this frequency: 0.3568 T
Photon energy: 4.1357e-05 eV
Vacuum wavelength: 29.98 mm
Cartesian sum of squared spin elements: 0.500
Fine-structure constant: 7.297353e-03
Angular frequency: 1.5198e-06 atomic units
Vacuum emission rate: 4.8543e-29 atomic units
Atomic unit of time: 2.4189e-17 s
Vacuum emission rate: 2.007e-12 1/s
Vacuum radiative lifetime: 4.983e+11 s
Vacuum radiative lifetime: 1.580e+04 years
Mode-sum rate, box of 24 wavelengths: 2.0120e-12 1/s
  deviation from formula: 0.255 %
Mode-sum rate, box of 48 wavelengths: 2.0081e-12 1/s
  deviation from formula: 0.064 %
Model decay: survival after one lifetime: 0.3690
Model decay: exponential law: 0.3679
Cold radiation temperature: 1.2 K
Photon number per mode, cold: 2.034
Thermal factor, cold: 5.067
Radiative relaxation rate, cold: 1.017e-11 1/s
Room radiation temperature: 300 K
Photon number per mode, room: 624.6
Thermal factor, room: 1250.2
Radiative relaxation rate, room: 2.509e-09 1/s
Refractive index of silicon (rough input): 3.4
Bulk dielectric factor, index cubed: 39.3
Mode-sum dielectric factor: 39.21
Bulk silicon rate, zero temperature: 7.888e-11 1/s
Bulk silicon rate, cold: 3.997e-10 1/s
Bulk silicon rate, room radiation: 9.861e-08 1/s
Measured relaxation rate (rough input): 1e-04 1/s
Vacuum rate / measured rate: 2.0e-08
Bulk room-radiation rate / measured: 9.9e-04
Resonator quality factor (input): 1e+05
Resonator mode volume (input): 3e+05 um^3
Resonator zero-point field: 3.725e-09 T
Spin-resonator coupling / 2 pi: 52.2 Hz
Resonator linewidth kappa / 2 pi: 1.000e+05 Hz
Resonator enhancement factor: 3.412e+11
Resonator emission rate, formula: 0.6848 1/s
Resonator emission rate, eigenvalue: 0.6848 1/s
Donor g factor (rough input): 1.9985
Rate change from donor g factor: -0.38 %
Hyperfine constant (rough input): 0.12 GHz
Relative rate, lower hyperfine line: 0.9823
Relative rate, upper hyperfine line: 1.0182
Donor radius (rough input): 2.0 nm
Wave number in silicon times donor radius: 1.4e-06
Equal-rate electric dipole length: 2.734e-04 nm
```
